# Kissinger relation for first-order defect annealing in a linear temperature ramp: a numerical check

```python
# Result under test: for dN/dt = -k N, k = nu exp(-E/(kB T)), heated at the
# constant rate ramp = dT/dt, the loss rate k N is greatest at Tm, where
#     ramp * E / (kB Tm^2) = nu * exp(-E/(kB Tm))      (Kissinger relation).
# N: defect density, E: activation energy (eV), nu: prefactor (1/s),
# kB: Boltzmann constant (eV/K), x = E/(kB Tm).
# Peaks are found by integrating the rate equation, not from the relation.
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw, exp1

kB = boltzmann / charge
E = 1.3                       # eV, rough value for divacancy migration in Si
attempt = 1e13                # 1/s, rough
jumps = 1e4                   # mean number of jumps to capture, rough
nu = attempt / jumps
ramps_min = np.array([2.0, 5.0, 10.0, 20.0, 40.0])   # K/min
ramps = ramps_min / 60.0                             # K/s
T_START, T_END, STEP = 300.0, 700.0, 0.2             # K
MID = 2                                              # index of middle ramp


def k_single(T):
    return nu * np.exp(-E / (kB * T))


def sweep(rate_constant, ramp, start=T_START, trap_ratio=0.0):
    """Integrate the surviving fraction n(T); trap_ratio = defects/traps."""
    def slope(T, n):
        return -rate_constant(T) * n * (1 - trap_ratio * (1 - n)) / ramp
    temps = np.arange(start, T_END, STEP)
    sol = solve_ivp(slope, (start, T_END + 1), [1.0], method="DOP853",
                    t_eval=temps, rtol=1e-11, atol=1e-14, max_step=2.0)
    assert sol.success
    n = sol.y[0]
    return temps, n, -slope(temps, n) * ramp


def locate_peak(temps, loss):
    """Vertex of the parabola through the top three points of ln(loss)."""
    i = int(np.argmax(loss))
    assert 0 < i < len(loss) - 1
    a, b, c = np.log(loss[i - 1:i + 2])
    return temps[i] + 0.5 * (a - c) / (a - 2 * b + c) * (temps[1] - temps[0])


def peaks(rate_constant, trap_ratio=0.0):
    found, left = [], []
    for ramp in ramps:
        temps, n, loss = sweep(rate_constant, ramp, trap_ratio=trap_ratio)
        found.append(locate_peak(temps, loss))
        left.append(np.interp(found[-1], temps, n))
    return np.array(found), np.array(left)


def kissinger_fit(Tm):
    """Energy (eV) and prefactor (1/s) from ln(ramp/Tm^2) against 1/Tm."""
    gradient, intercept = np.polyfit(1 / Tm, np.log(ramps / Tm**2), 1)
    energy = -gradient * kB
    return energy, np.exp(intercept) * energy / kB


def loss_exponent(x):
    """ramp-integrated k up to T, divided by k kB T^2/(ramp E)."""
    return x - x**2 * np.exp(x) * exp1(x)


# Closed-form peak temperatures against the integrated rate equation
x_formula = 2 * lambertw(0.5 * np.sqrt(nu * E / (ramps * kB))).real
Tm_formula = E / (kB * x_formula)
Tm, left = peaks(k_single)
assert np.max(np.abs(Tm - Tm_formula)) < 0.005
balance = ramps * E / (kB * Tm**2) / k_single(Tm)
assert np.max(np.abs(balance - 1)) < 5e-4
left_formula = np.exp(-loss_exponent(x_formula))
left_series = np.exp(-(1 - 2 / x_formula + 6 / x_formula**2))
assert np.max(np.abs(left - left_formula)) < 1e-4
assert np.max(np.abs(left - left_series)) < 2e-3

# Single maximum; no dependence on a start below it; none if started above it
temps, n, loss = sweep(k_single, ramps[MID])
rising = np.diff(loss[loss > 1e-6 * loss.max()]) > 0
assert np.count_nonzero(rising[1:] != rising[:-1]) == 1
late_start = Tm[MID] - 30
t_late, n_late, loss_late = sweep(k_single, ramps[MID], start=late_start)
Tm_late = locate_peak(t_late, loss_late)
assert abs(Tm_late - Tm[MID]) < 0.005
loss_hot = sweep(k_single, ramps[MID], start=Tm[MID] + 20)[2]
assert np.argmax(loss_hot) == 0

# Energy and prefactor recovered; plot of ln(ramp) alone is biased by 2 kB T
E_fit, nu_fit = kissinger_fit(Tm)
assert abs(E_fit - E) < 2e-4 and abs(nu_fit / nu - 1) < 0.01
E_naive = -kB * np.polyfit(1 / Tm, np.log(ramps), 1)[0]
T_mean = 1 / np.mean(1 / Tm)
E_naive_formula = E + 2 * kB * T_mean
assert abs(E_naive - E_naive_formula) < 1e-3

# Prefactor proportional to T, equal to nu at the middle peak
Tm_power, _ = peaks(lambda T: k_single(T) * T / Tm[MID])
E_power = kissinger_fit(Tm_power)[0]
thermal = kB * T_mean
E_power_formula = E + thermal - thermal**2 / (E + thermal)
assert abs(E_power - E_power_formula) < 5e-4

# Sample temperature follows the heater with time constant lag
lag = 5.0                                            # s
Tm_read = Tm + ramps * lag
E_lag = kissinger_fit(Tm_read)[0]


def lagging(T_heater, y):
    n_left, T_sample = y
    return [-k_single(T_sample) * n_left / ramps[-1],
            (T_heater - T_sample) / (ramps[-1] * lag)]


heater = np.arange(T_START, T_END, STEP)
sol = solve_ivp(lagging, (T_START, T_END + 1), [1.0, T_START],
                method="DOP853", t_eval=heater, rtol=1e-11, atol=1e-13,
                max_step=1.0)
assert sol.success
Tm_heater = locate_peak(heater, k_single(sol.y[1]) * sol.y[0])
assert abs(Tm_heater - Tm_read[-1]) < 0.01

# Gaussian spread of barriers: independent first-order subpopulations
sigma = 0.02                                         # eV


def spread_peaks(order):
    nodes, weights = np.polynomial.hermite_e.hermegauss(order)
    weights = weights / weights.sum()
    grid = np.arange(T_START, T_END, 0.05)
    k = nu * np.exp(-(E + sigma * nodes[:, None]) / (kB * grid))
    area = np.zeros_like(k)
    area[:, 1:] = np.cumsum(0.5 * (k[:, 1:] + k[:, :-1]) * 0.05, axis=1)
    return np.array([locate_peak(grid, weights @ (k * np.exp(-area / b)))
                     for b in ramps])


Tm_spread = spread_peaks(21)
spread_change = np.max(np.abs(Tm_spread - spread_peaks(31)))
assert spread_change < 0.01
E_spread = kissinger_fit(Tm_spread)[0]

# Parallel dissociation channel; general peak condition ramp*dk/dT = k^2
E_diss, nu_diss = 1.9, 1e13                          # eV, 1/s, both rough


def k_diss(T):
    return nu_diss * np.exp(-E_diss / (kB * T))


def k_both(T):
    return k_single(T) + k_diss(T)


def condition(T, ramp):
    dk = (k_single(T) * E + k_diss(T) * E_diss) / (kB * T**2)
    return ramp * dk - k_both(T)**2


Tm_both, _ = peaks(k_both)
roots = np.array([brentq(condition, 450, 690, args=(b,)) for b in ramps])
assert np.max(np.abs(Tm_both - roots)) < 0.01
E_both = kissinger_fit(Tm_both)[0]
share = k_diss(Tm_both) / k_both(Tm_both)

# Traps that fill up: nearly first order (0.01) and second order (1)
Tm_few, left_few = peaks(k_single, trap_ratio=0.01)
Tm_second, left_second = peaks(k_single, trap_ratio=1.0)
E_few, E_second = kissinger_fit(Tm_few)[0], kissinger_fit(Tm_second)[0]
second_formula = 1 - 0.5 * loss_exponent(E / (kB * Tm_second))
assert np.max(np.abs(left_second - second_formula)) < 1e-4
assert abs(E_second - E) < 0.02
assert np.min(left_second) > np.max(left) + 0.1


def two_ramp_energy(T_low, T_high):
    ratio = ramps[-1] * T_low**2 / (ramps[0] * T_high**2)
    return kB * np.log(ratio) / (1 / T_low - 1 / T_high)


E_two = two_ramp_energy(Tm[0], Tm[-1])
E_misread = two_ramp_energy(Tm[0], Tm[-1] + 1)
assert abs(E_two - E) < 2e-4

print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"input activation energy: {E:.3f} eV")
print(f"attempt frequency: {attempt:.1e} 1/s; jumps to capture: {jumps:.1e}")
print(f"input prefactor nu: {nu:.3e} 1/s")
for i, b in enumerate(ramps_min):
    print(f"ramp {b:.0f} K/min = {ramps[i]:.5f} K/s:")
    print(f"  Tm formula {Tm_formula[i]:.3f} K, integrated {Tm[i]:.3f} K")
    print(f"  x {x_formula[i]:.3f}, 1000/Tm {1000/Tm[i]:.5f} 1/K,"
          f" ln(ramp/Tm^2) {np.log(ramps[i]/Tm[i]**2):.4f}")
    print(f"  surviving fraction at peak: integrated {left[i]:.4f},"
          f" formula {left_formula[i]:.4f}, series {left_series[i]:.4f}")
print(f"middle-ramp Tm: {Tm[MID] - zero_Celsius:.1f} deg C")
print(f"start at {late_start:.1f} K instead of {T_START:.0f} K:"
      f" Tm {Tm_late:.3f} K")
print(f"Kissinger plot: E {E_fit:.4f} eV, nu {nu_fit:.3e} 1/s")
print(f"two end ramps only: E {E_two:.4f} eV")
print(f"top peak misread by +1 K: E {E_misread:.4f} eV")
print(f"plot of ln(ramp) alone: {E_naive:.4f} eV,"
      f" E+2kT gives {E_naive_formula:.4f} eV")
print(f"harmonic mean peak temperature: {T_mean:.2f} K")
print(f"prefactor proportional to T: apparent E {E_power:.4f} eV,"
      f" formula {E_power_formula:.4f} eV")
print(f"thermal lag {lag:.0f} s: apparent E {E_lag:.4f} eV")
print(f"  offset at slowest, fastest ramp: {ramps[0]*lag:.3f},"
      f" {ramps[-1]*lag:.3f} K")
print(f"  fastest ramp, heater at peak: integrated {Tm_heater:.3f} K,"
      f" Tm+ramp*lag {Tm_read[-1]:.3f} K")
print(f"barrier spread {sigma:.3f} eV: apparent E {E_spread:.4f} eV")
print(f"  middle-ramp peak shift {Tm_spread[MID]-Tm[MID]:.3f} K;"
      f" quadrature change {spread_change:.1e} K")
print(f"dissociation channel {E_diss:.1f} eV, {nu_diss:.1e} 1/s:"
      f" apparent E {E_both:.4f} eV")
print(f"  its share of k at peak, slowest to fastest ramp:"
      f" {share[0]:.4f} to {share[-1]:.4f}")
print(f"  middle-ramp peak shift {Tm_both[MID]-Tm[MID]:.3f} K")
for name, en, tp, lf in (("0.01", E_few, Tm_few, left_few),
                         ("1", E_second, Tm_second, left_second)):
    print(f"defect/trap ratio {name}: apparent E {en:.4f} eV")
    print(f"  middle ramp: peak shift {tp[MID]-Tm[MID]:.3f} K,"
          f" surviving fraction {lf[MID]:.4f}")
print(f"second-order surviving fraction, formula: {second_formula[MID]:.4f}")
print("done: every assertion held")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
input activation energy: 1.300 eV
attempt frequency: 1.0e+13 1/s; jumps to capture: 1.0e+04
input prefactor nu: 1.000e+09 1/s
ramp 2 K/min = 0.03333 K/s:
  Tm formula 555.778 K, integrated 555.778 K
  x 27.144, 1000/Tm 1.79928 1/K, ln(ramp/Tm^2) -16.0419
  surviving fraction at peak: integrated 0.3932, formula 0.3932, series 0.3928
ramp 5 K/min = 0.08333 K/s:
  Tm formula 573.799 K, integrated 573.799 K
  x 26.291, 1000/Tm 1.74277 1/K, ln(ramp/Tm^2) -15.1895
  surviving fraction at peak: integrated 0.3940, formula 0.3940, series 0.3935
ramp 10 K/min = 0.16667 K/s:
  Tm formula 588.197 K, integrated 588.197 K
  x 25.648, 1000/Tm 1.70011 1/K, ln(ramp/Tm^2) -14.5459
  surviving fraction at peak: integrated 0.3946, formula 0.3946, series 0.3941
ramp 20 K/min = 0.33333 K/s:
  Tm formula 603.309 K, integrated 603.309 K
  x 25.005, 1000/Tm 1.65753 1/K, ln(ramp/Tm^2) -13.9035
  surviving fraction at peak: integrated 0.3952, formula 0.3952, series 0.3947
ramp 40 K/min = 0.66667 K/s:
  Tm formula 619.186 K, integrated 619.186 K
  x 24.364, 1000/Tm 1.61502 1/K, ln(ramp/Tm^2) -13.2623
  surviving fraction at peak: integrated 0.3959, formula 0.3959, series 0.3953
middle-ramp Tm: 315.0 deg C
start at 558.2 K instead of 300 K: Tm 588.197 K
Kissinger plot: E 1.3000 eV, nu 9.999e+08 1/s
two end ramps only: E 1.3000 eV
top peak misread by +1 K: E 1.2804 eV
plot of ln(ramp) alone: 1.4010 eV, E+2kT gives 1.4012 eV
harmonic mean peak temperature: 587.22 K
prefactor proportional to T: apparent E 1.3487 eV, formula 1.3487 eV
thermal lag 5 s: apparent E 1.2427 eV
  offset at slowest, fastest ramp: 0.167, 3.333 K
  fastest ramp, heater at peak: integrated 622.520 K, Tm+ramp*lag 622.519 K
barrier spread 0.020 eV: apparent E 1.2940 eV
  middle-ramp peak shift -1.535 K; quadrature change 1.4e-11 K
dissociation channel 1.9 eV, 1.0e+13 1/s: apparent E 1.3232 eV
  its share of k at peak, slowest to fastest ramp: 0.0347 to 0.1126
  middle-ramp peak shift -0.818 K
defect/trap ratio 0.01: apparent E 1.3000 eV
  middle ramp: peak shift 0.045 K, surviving fraction 0.3951
defect/trap ratio 1: apparent E 1.3030 eV
  middle ramp: peak shift -1.434 K, surviving fraction 0.5350
second-order surviving fraction, formula: 0.5350
done: every assertion held
```
